# Barrier raised by a depleted p+ layer under a Schottky contact: test program

```python
"""Barrier raised by a depleted p+ layer between a metal and n-type silicon.

Result under test: the conduction-band edge has its maximum at
  x_m = a [1 + r - sqrt(r (1 + r + D/Delta0))],   r = N/P,
and lies there K P x_m^2 / 2 above its value at the metal, which tends to
  Delta0 = K P a^2 / 2   when r (1 + D/Delta0) is small.
a: layer thickness; P: net acceptor density in it; N: donor density beyond;
K = q^2/epsilon; D: band edge at the metal minus band edge in the bulk.
Internal units: nm, eV, nm^-3. Silicon constants are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

PER_CM3 = 1e-21                      # cm^-3 to nm^-3
eps_r, gap = 11.7, 1.12
Nc, Nv = 2.8e19 * PER_CM3, 3.0e19 * PER_CM3
acceptor_depth = 0.045
mass_light, mass_heavy = 0.19, 0.92
temperature = 300.0
phi0 = 0.55
a, P, N = 10.0, 4e18 * PER_CM3, 1e16 * PER_CM3
kB = const.k / const.e
kT = kB * temperature
K = const.e / (const.epsilon_0 * eps_r) * 1e9
zeta = kT * np.log(Nc / N)
D = phi0 - zeta


def layer_formula(a, P, N, D):
    """Derived result: position of maximum, rise, depletion edge."""
    r, delta0 = N / P, K * P * a**2 / 2
    xm = a * max(0.0, 1 + r - np.sqrt(r * (1 + r + D / delta0)))
    return xm, K * P * xm**2 / 2, a * np.sqrt(1 + (1 + D / delta0) / r)


def integrate_charge(a, P, N, D):
    """Integrate the charge twice; find the edge W from the total drop D."""
    def profile(W):
        x = np.concatenate((np.linspace(0, a, 2001),
                            np.linspace(a, W, 2001)[1:]))
        h = np.diff(x)
        charge = np.where(np.arange(h.size) < 2000, -P, N)
        slope = np.append(-np.cumsum((K * charge * h)[::-1])[::-1], 0.0)
        drop = -(slope[1:] + slope[:-1]) * h / 2
        return x, np.append(np.cumsum(drop[::-1])[::-1], 0.0)
    W = brentq(lambda w: profile(w)[1][0] - D, a * (1 + 1e-9), 1e6)
    x, U = profile(W)
    return x, U, W


# Derived maximum against direct integration, with and without a maximum
cases = [(a, P, N, D), (5, 1e-3, 1e-4, 0.30), (5, 1e-3, 1e-4, 0.15),
         (30, 5e-4, 5e-5, 2.0)]
found_interior = []
for case in cases:
    x, U, W_num = integrate_charge(*case)
    top = np.argmax(U)
    xm_f, rise_f, W_f = layer_formula(*case)
    assert abs(x[top] - xm_f) < case[0] / 1500
    assert abs(U[top] - U[0] - rise_f) < 1e-6
    assert abs(W_num / W_f - 1) < 1e-7
    d0 = K * case[1] * case[0]**2 / 2
    predicted = case[3] < d0 * (1 + case[1] / case[2])
    assert (top > 0) == predicted
    found_interior.append(top > 0)
assert True in found_interior and False in found_interior

xm, rise, W = layer_formula(a, P, N, D)
delta0 = K * P * a**2 / 2
phi_m = phi0 + rise


def band_edge(x):
    return np.where(x < a, phi_m - K * P * (x - xm)**2 / 2,
                    zeta + K * N * (W - x)**2 / 2)


x, U, _ = integrate_charge(a, P, N, D)
assert np.max(np.abs(band_edge(x) - zeta - U)) < 1e-6

# Leading error of the simple formula, from direct integration at tiny N/P
x, U, _ = integrate_charge(a, P, 1e-6 * P, D)
deficit = 1 - (U.max() - U[0]) / delta0
assert abs(deficit / (2 * np.sqrt(1e-6 * (1 + D / delta0))) - 1) < 0.005
leading_error = 2 * np.sqrt(N / P * (1 + D / delta0))

# Dependence of the rise on the total drop
step = 0.02
rises = []
for shifted in (D - step, D + step):
    x, U, _ = integrate_charge(a, P, N, shifted)
    rises.append(U.max() - U[0])
slope_num = (rises[1] - rises[0]) / (2 * step)
assert abs(slope_num + xm / W) < 1e-4


def barrier_with_carriers(a, P, N):
    """Newton solution of Poisson's equation with electrons and holes."""
    length = 700.0
    x = np.concatenate((np.linspace(0, a, 201),
                        a + length * np.linspace(0, 1, 1201)[1:]**2))
    h = np.diff(x)
    doping = np.where(np.arange(h.size) < 200, -P, N)
    fixed = (doping[1:] * h[1:] + doping[:-1] * h[:-1]) / 2
    volume = (h[1:] + h[:-1]) / 2
    U = zeta + (phi0 - zeta) * np.exp(-x / 100)
    U[-1] = zeta
    for _ in range(500):
        n = Nc * np.exp(-U[1:-1] / kT)
        p = Nv * np.exp(-(gap - U[1:-1]) / kT)
        flux = np.diff(U) / h
        residual = np.diff(flux) - K * (fixed + (p - n) * volume)
        bands = np.zeros((3, n.size))
        bands[0, 1:] = 1 / h[1:-1]
        bands[1] = -1 / h[1:] - 1 / h[:-1] - K * volume * (p + n) / kT
        bands[2, :-1] = 1 / h[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        U[1:-1] += np.clip(change, -0.05, 0.05)
        if np.max(np.abs(change)) < 1e-9:
            return U.max()
    raise RuntimeError("Poisson iteration did not converge")


phi_carriers = barrier_with_carriers(a, P, N)
assert abs(phi_carriers - phi_m) < 0.003
# The thermal tail of bulk electrons acts as a reduction of D by kT
assert abs(phi_carriers - phi0 - layer_formula(a, P, N, D - kT)[1]) < 5e-4
a_thick = 20.0
phi_thick_formula = phi0 + layer_formula(a_thick, P, N, D)[1]
phi_thick_carriers = barrier_with_carriers(a_thick, P, N)
assert phi_thick_formula > gap > phi_thick_carriers
holes = Nv * np.exp(-(gap - phi_m) / kT)
neutral_acceptors = 1 / (1 + np.exp((gap - phi_m - acceptor_depth) / kT) / 4)
assert holes < 0.01 * P and neutral_acceptors < 0.01

# Image force, with the layer and for the bare contact
x = np.linspace(0.5, 60, 60001)
image = K / (16 * np.pi * x)
image_layer = phi_m - np.max(band_edge(x) - image)
assert abs(image_layer / (K / (16 * np.pi * xm)) - 1) < 0.1
W_bare = np.sqrt(2 * D / (K * N))
image_bare = phi0 - np.max(zeta + K * N * (W_bare - x)**2 / 2 - image)


def transmission(V, h, V_left, V_right, E, c):
    """Wave transmission through thin flat slices; c = hbar^2/(2m)."""
    k_left = np.sqrt((E - V_left) / c)
    k_right = np.sqrt((E - V_right) / c)
    psi, dpsi = np.ones(E.size, complex), 1j * k_right
    for v in V[::-1]:
        k = np.sqrt((E - v) / c + 1e-13j)
        cs, sn = np.cos(k * h), np.sin(k * h)
        psi, dpsi = cs * psi - sn / k * dpsi, k * sn * psi + cs * dpsi
    incoming = (psi + dpsi / (1j * k_left)) / 2
    return k_right / (k_left * np.abs(incoming)**2)


c_free = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
c = c_free / mass_light
height, width = 0.3, 2.0
E = np.array([0.15, 0.25, 0.32, 0.45])
h = 0.02
mid = np.arange(-20, 20, h) + h / 2
T_num = transmission(height / np.cosh(mid / width)**2, h, 0, 0, E, c)
s2 = np.sinh(np.pi * np.sqrt(E / c) * width)**2
c2 = np.cosh(np.pi / 2 * np.sqrt(4 * height * width**2 / c - 1))**2
assert np.max(np.abs(T_num / (s2 / (s2 + c2)) - 1)) < 0.01

x_cut = W - np.sqrt(2 * D / (K * N))
h = x_cut / 1600
V = band_edge((np.arange(1600) + 0.5) * h)
E = np.linspace(phi0 + 0.02, phi_m + 0.4, 600)
weight = np.exp(-(E - phi_m) / kT) / kT
current_factor = []
for mass in (mass_light, mass_heavy):
    y = transmission(V, h, phi0, phi0, E, c_free / mass) * weight
    current_factor.append(np.sum((y[1:] + y[:-1]) / 2) * (E[1] - E[0]))
tunnel_shift = [-kT * np.log(f) for f in current_factor]
assert max(abs(s) for s in tunnel_shift) < kT

# Random acceptor positions: rms potential at the maximum, metal screened


def spread_density(z):
    s, t = abs(xm - z), xm + z
    return 2 * np.pi * np.log((s + t)**2 / (4 * s * t))


integral = quad(spread_density, 0, xm)[0] + quad(spread_density, xm, a)[0]
sigma = K / (4 * np.pi) * np.sqrt(P * integral)
rng = np.random.default_rng(7)
samples, radius = 6000, 40.0
counts = rng.poisson(P * np.pi * radius**2 * a, samples)
owner = np.repeat(np.arange(samples), counts)
rho2 = radius**2 * rng.random(owner.size)
z = a * rng.random(owner.size)
energy = K / (4 * np.pi) * (1 / np.sqrt(rho2 + (z - xm)**2)
                            - 1 / np.sqrt(rho2 + (z + xm)**2))
sigma_mc = np.std(np.bincount(owner, energy, samples))
# Rare very close acceptors make the sampled spread converge slowly
assert abs(sigma_mc / sigma - 1) < 0.15

kT_hot = kB * 400
zeta_hot = kT_hot * np.log(Nc * (400 / temperature)**1.5 / N)
phi_hot = phi0 + layer_formula(a, P, N, phi0 - zeta_hot)[1]
phi_reverse = phi0 + layer_formula(a, P, N, D + 5)[1]
rise_11 = layer_formula(a + 1, P, N, D)[1]
a_critical = np.sqrt(2 * D / (K * P * (1 + P / N)))

print(f"relative permittivity (rough): {eps_r}")
print(f"gap (rough): {gap} eV")
print(f"Nc, Nv (rough): {Nc/PER_CM3:.1e}, {Nv/PER_CM3:.1e} cm^-3")
print(f"acceptor depth (rough): {acceptor_depth} eV")
print(f"masses (rough): {mass_light}, {mass_heavy} m_e")
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"contact barrier phi_0: {phi0:.3f} eV")
print(f"layer thickness a: {a:.1f} nm")
print(f"acceptors P: {P/PER_CM3:.1e} cm^-3")
print(f"donors N: {N/PER_CM3:.1e} cm^-3")
print(f"K = q^2/epsilon: {K:.4f} eV nm")
print(f"bulk band edge zeta: {zeta:.4f} eV")
print(f"total drop D: {D:.4f} eV")
print(f"N/P: {N/P:.5f}; D/Delta0: {D/delta0:.4f}")
print(f"simple rise Delta0: {delta0:.4f} eV")
print(f"depletion edge W: {W:.1f} nm")
print(f"maximum x_m: {xm:.3f} nm")
print(f"full rise: {rise:.4f} eV = {rise*const.e:.3e} J")
print(f"raised barrier phi_m: {phi_m:.4f} eV")
print(f"full rise / Delta0: {rise/delta0:.4f}")
print(f"leading relative error estimate: {leading_error:.4f}")
print(f"thermionic current factor: {np.exp(-rise/kT):.2e}")
print(f"critical thickness: {a_critical:.3f} nm")
print(f"x_m/W: {xm/W:.4f}; numerical -d(rise)/dD: {-slope_num:.4f}")
print(f"ideality factor: {1/(1-xm/W):.4f}")
print(f"barrier at 5 V reverse: {phi_reverse:.4f} eV")
print(f"rise for a = {a+1:.0f} nm: {rise_11:.4f} eV")
print(f"barrier with free carriers: {phi_carriers:.4f} eV")
print(f"hole density at maximum: {holes/PER_CM3:.2e} cm^-3")
print(f"neutral acceptor fraction: {neutral_acceptors:.2e}")
print(f"{a_thick:.0f} nm layer, formula: {phi_thick_formula:.3f} eV")
print(f"{a_thick:.0f} nm layer, carriers: {phi_thick_carriers:.3f} eV")
print(f"image lowering with layer: {1e3*image_layer:.2f} meV")
print(f"image lowering, bare contact: {1e3*image_bare:.2f} meV")
for m, f, s in zip((mass_light, mass_heavy), current_factor, tunnel_shift):
    print(f"mass {m}: wave current factor {f:.3f}")
    print(f"mass {m}: equivalent barrier shift {1e3*s:.2f} meV")
print(f"random-acceptor rms energy: {1e3*sigma:.1f} meV")
print(f"same, sampled: {1e3*sigma_mc:.1f} meV")
print(f"Gaussian lowering sigma^2/2kT: {1e3*sigma**2/(2*kT):.1f} meV")
print(f"field at metal: {10*K*P*xm:.3f} MV/cm")
print(f"field at x = a: {10*K*N*(W-a):.4f} MV/cm")
print(f"rise / gap: {rise/gap:.3f}")
print(f"bulk degeneracy measure N/Nc: {N/Nc:.2e}")
print(f"barrier at 400 K, phi_0 fixed: {phi_hot:.4f} eV")
print("all tests passed")
```

Printed output:

```
relative permittivity (rough): 11.7
gap (rough): 1.12 eV
Nc, Nv (rough): 2.8e+19, 3.0e+19 cm^-3
acceptor depth (rough): 0.045 eV
masses (rough): 0.19, 0.92 m_e
temperature: 300 K; kT: 0.02585 eV
contact barrier phi_0: 0.550 eV
layer thickness a: 10.0 nm
acceptors P: 4.0e+18 cm^-3
donors N: 1.0e+16 cm^-3
K = q^2/epsilon: 1.5466 eV nm
bulk band edge zeta: 0.2052 eV
total drop D: 0.3448 eV
N/P: 0.00250; D/Delta0: 1.1147
simple rise Delta0: 0.3093 eV
depletion edge W: 291.0 nm
maximum x_m: 9.297 nm
full rise: 0.2674 eV = 4.284e-20 J
raised barrier phi_m: 0.8174 eV
full rise / Delta0: 0.8644
leading relative error estimate: 0.1454
thermionic current factor: 3.22e-05
critical thickness: 0.527 nm
x_m/W: 0.0319; numerical -d(rise)/dD: 0.0320
ideality factor: 1.0330
barrier at 5 V reverse: 0.7424 eV
rise for a = 11 nm: 0.3259 eV
barrier with free carriers: 0.8182 eV
hole density at maximum: 2.47e+14 cm^-3
neutral acceptor fraction: 1.88e-04
20 nm layer, formula: 1.657 eV
20 nm layer, carriers: 1.060 eV
image lowering with layer: 3.30 meV
image lowering, bare contact: 19.97 meV
mass 0.19: wave current factor 1.146
mass 0.19: equivalent barrier shift -3.53 meV
mass 0.92: wave current factor 1.051
mass 0.92: equivalent barrier shift -1.27 meV
random-acceptor rms energy: 54.4 meV
same, sampled: 55.1 meV
Gaussian lowering sigma^2/2kT: 57.2 meV
field at metal: 0.575 MV/cm
field at x = a: 0.0435 MV/cm
rise / gap: 0.239
bulk degeneracy measure N/Nc: 3.57e-04
barrier at 400 K, phi_0 fixed: 0.8201 eV
all tests passed
```
